\section*{Relativity and the d–s gap of copper, silver and gold}

\section{Problem}

A free atom of copper, silver or gold has the outer configuration $nd^{10}(n+1)s^1$, with $n=3,4,5$. Define its orbital gap as
\begin{equation}
g=\varepsilon_{(n+1)s}-\varepsilon_{nd}.
\label{gap}
\end{equation}

(a) Compute $g$ for the three atoms without relativity and with scalar relativity, that is, with the relativistic effects that remain when spin--orbit coupling is averaged out.

(b) Find how much of each level shift comes from the relativistic operator itself and how much from the change of the atomic potential.

(c) Metallic gold begins to absorb by interband transitions at roughly $2.4$ eV, in the visible. Where would this onset lie without relativity, and on what assumption does the answer rest?

The atoms are treated in Kohn--Sham theory with the local density approximation (LDA): Slater exchange and the VWN correlation functional. The density is spherical, the two spins share the same orbitals, and the nucleus is a point charge $Z$. Equations are in Hartree atomic units, so that $c=1/\alpha\approx137$. Results are in eV.

\section{First estimate by scaling}

An $s$ electron has no centrifugal barrier and reaches the region $r\lesssim 1/Z$, where the nuclear charge is hardly screened. Its kinetic energy there is of order $Z/r\sim Z^2$, so its speed is of order $Z$. Expanding the kinetic energy of a relativistic particle,
\begin{equation}
\sqrt{c^4+p^2c^2}-c^2=\frac{p^2}{2}-\frac{p^4}{8c^2}+\cdots ,
\end{equation}
shows that the kinetic correction in this region is negative and of order $Z^4\alpha^2$, numerical factors being dropped. For $s$ states the Dirac equation adds a contact term of the same order and opposite sign, so this argument fixes only the order of magnitude. The negative sign adopted here is confirmed by the direct shifts computed below.

The valence electron spends little time there. Crossing a distance $1/Z$ at speed $Z$ takes a time $Z^{-2}$. The period of the whole radial motion is of order $1/E_v$, where $E_v$ is the valence energy scale. The fraction of time spent near the nucleus is therefore $E_v/Z^2$, and
\begin{equation}
\delta\varepsilon_s\sim-\frac{E_v}{Z^2}\,Z^4\alpha^2=-E_v(Z\alpha)^2 .
\label{scaling}
\end{equation}
The factor $Z^2$ gained from the fast motion thus survives, although the electron is weakly bound.

As a first guess, suppose that the $d$ level, kept away from the nucleus by its centrifugal barrier, does not move. The gap then falls by $E_v(Z\alpha)^2$. With the round value $E_v=4.5$ eV for all three atoms,
\begin{align}
\text{Cu }(Z=29):&\quad 4.5\times0.045\approx0.2\ \text{eV},\\
\text{Ag }(Z=47):&\quad 4.5\times0.118\approx0.5\ \text{eV},\\
\text{Au }(Z=79):&\quad 4.5\times0.332\approx1.5\ \text{eV}.
\end{align}
The prefactor is unknown, but the ratios are free of it: $1:(47/29)^2:(79/29)^2=1:2.6:7.4$. The estimate says nothing about the nonrelativistic gap.

\section{Exact solution within the model}

\subsection{The nonrelativistic atom}

Let $D(r)$ be the radial density, normalized to the number of electrons, and $\rho=D/4\pi r^2$. Every electron moves in
\begin{equation}
v(r)=-\frac Zr+\frac1r\int_0^r D(r')\,dr'+\int_r^\infty\frac{D(r')}{r'}\,dr'+v_{xc}(\rho).
\end{equation}
The two integrals are the potential of the charge inside and outside the radius $r$. An orbital is $R(r)$ times a spherical harmonic, with $R=\sum_i a_i\chi_i$ and $\chi_i\propto r^l e^{-\beta_i r^2}$. With the matrices
\begin{align}
S_{ij}&=\int\chi_i\chi_j\,r^2dr,\qquad V_{ij}=\int v\,\chi_i\chi_j\,r^2dr,\\
T_{ij}&=\frac12\int\Bigl[\chi_i'\chi_j'+\frac{l(l+1)}{r^2}\chi_i\chi_j\Bigr]r^2dr,
\end{align}
the levels follow from $(T+V)a=\varepsilon Sa$. The density of the occupied orbitals gives a new $v$, and the cycle is repeated until $v$ reproduces itself.

\subsection{The relativistic equation}

With the rest energy subtracted, the Dirac equation for the upper and lower components $\psi$ and $\eta$ is
\begin{align}
v\psi+c\,\boldsymbol\sigma\!\cdot\!\mathbf p\,\eta&=\varepsilon\psi,\label{up}\\
c\,\boldsymbol\sigma\!\cdot\!\mathbf p\,\psi+(v-2c^2)\eta&=\varepsilon\eta.\label{low}
\end{align}
Write $\eta=\boldsymbol\sigma\!\cdot\!\mathbf p\,\varphi/2c$. Since $(\boldsymbol\sigma\!\cdot\!\mathbf p)^2=p^2$, equation (\ref{up}) becomes
\begin{equation}
v\psi+\tfrac12p^2\varphi=\varepsilon\psi .
\end{equation}
Acting on (\ref{low}) with $\boldsymbol\sigma\!\cdot\!\mathbf p/2c$ gives
\begin{equation}
\tfrac12p^2\psi+\Bigl[\frac{\boldsymbol\sigma\!\cdot\!\mathbf p\,v\,\boldsymbol\sigma\!\cdot\!\mathbf p}{4c^2}-\tfrac12p^2\Bigr]\varphi=\varepsilon\,\frac{p^2}{4c^2}\varphi .
\end{equation}
Expand $\psi$ and $\varphi$ in the same functions $\chi_i$, with coefficients $a$ and $b$. As $p^2/2$ has the matrix $T$,
\begin{equation}
\begin{pmatrix}V&T\\T&\dfrac{W}{4c^2}-T\end{pmatrix}\begin{pmatrix}a\\b\end{pmatrix}
=\varepsilon\begin{pmatrix}S&0\\0&\dfrac{T}{2c^2}\end{pmatrix}\begin{pmatrix}a\\b\end{pmatrix},
\label{matrix}
\end{equation}
where $W$ is the matrix of $\boldsymbol\sigma\!\cdot\!\mathbf p\,v\,\boldsymbol\sigma\!\cdot\!\mathbf p$. For $c\to\infty$ the second row gives $Ta=Tb$, hence $a=b$, and the first row returns the nonrelativistic equation. For $N$ basis functions there are $2N$ solutions. The lower $N$ lie near or below $-2c^2$ and belong to positrons; the upper $N$ are the electron levels.

\subsection{Averaging out the spin--orbit coupling}

To find $W$, multiply $\boldsymbol\sigma\!\cdot\!\mathbf p$ by $\sigma_r^2=1$, with $\sigma_r=\boldsymbol\sigma\!\cdot\!\mathbf r/r$. From $(\boldsymbol\sigma\!\cdot\!\mathbf r)(\boldsymbol\sigma\!\cdot\!\mathbf p)=\mathbf r\!\cdot\!\mathbf p+i\boldsymbol\sigma\!\cdot\!\mathbf L$ and $\mathbf r\!\cdot\!\mathbf p=-ir\partial_r$,
\begin{equation}
\boldsymbol\sigma\!\cdot\!\mathbf p=-i\sigma_r\Bigl(\partial_r-\frac{\boldsymbol\sigma\!\cdot\!\mathbf L}{r}\Bigr).
\end{equation}
In a state of given $j$, squaring $\mathbf J=\mathbf L+\boldsymbol\sigma/2$ gives $\boldsymbol\sigma\!\cdot\!\mathbf L=j(j+1)-l(l+1)-\frac34$. This is $l$ for $j=l+\frac12$ and $-(l+1)$ for $j=l-\frac12$. Both cases are $-(1+\kappa)$, with $\kappa=-(l+1)$ and $\kappa=l$ respectively. The factor $\sigma_r$ drops out of the matrix element because its square is one, so
\begin{equation}
W^{\kappa}_{ij}=\int v\Bigl(\chi_i'+\frac{1+\kappa}{r}\chi_i\Bigr)\Bigl(\chi_j'+\frac{1+\kappa}{r}\chi_j\Bigr)r^2dr .
\end{equation}

The scalar-relativistic operator used here is the average of $W^\kappa$ over the $2j+1$ states of each $j$. The weights are $(l+1)/(2l+1)$ for $1+\kappa=-l$ and $l/(2l+1)$ for $1+\kappa=l+1$. The average of $1+\kappa$, which multiplies the cross terms, vanishes:
\begin{equation}
\frac{(l+1)(-l)+l(l+1)}{2l+1}=0 .
\end{equation}
The average of its square is
\begin{equation}
\frac{(l+1)l^2+l(l+1)^2}{2l+1}=\frac{l(l+1)(2l+1)}{2l+1}=l(l+1).
\end{equation}
Therefore
\begin{equation}
W_{ij}=\int v\Bigl[\chi_i'\chi_j'+\frac{l(l+1)}{r^2}\chi_i\chi_j\Bigr]r^2dr .
\label{W}
\end{equation}
For $s$ states there is a single $\kappa=-1$, and nothing has been averaged away. For $l>0$ the operator is averaged, not the energies, so the scalar level differs from the mean of the Dirac levels in second order of the spin--orbit coupling. In a hydrogen-like ion with $Z=79$ the $3d$ level is $-352.654$ hartree, against a mean of $-352.701$ from the Sommerfeld formula. This second-order remainder depends on which form of the equation is averaged: eliminating the lower component before averaging gives a slightly different operator for $l>0$. The last digits of the scalar-relativistic levels below therefore belong to the form (\ref{matrix}) with (\ref{W}).

The density needed for $v$ includes the lower component. With $R_a=\sum a_i\chi_i$ and $R_b=\sum b_i\chi_i$, one electron contributes
\begin{equation}
D=r^2\Bigl\{R_a^2+\frac{1}{4c^2}\Bigl[R_b'^2+\frac{l(l+1)}{r^2}R_b^2\Bigr]\Bigr\}.
\end{equation}

\subsection{A second measure of the gap}

An orbital gap is not an excitation energy. The LDA total energy gives another measure, $\Delta E=E(d^9s^2)-E(d^{10}s^1)$. The two are connected. Let $\hat h$ be the one-electron operator without electron repulsion, $f_i$ the occupations, $D_i$ the density of orbital $i$, and $F$ the Hartree plus exchange--correlation energy:
\begin{equation}
E=\sum_if_i\langle i|\hat h|i\rangle+F[D],\qquad D=\sum_if_iD_i .
\end{equation}
Changing $f_i$ has an explicit effect, $\langle i|\hat h|i\rangle+\int(\delta F/\delta D)D_i\,dr=\varepsilon_i$. It also changes the orbitals, which adds $\sum_jf_j\varepsilon_j\,\partial\langle j|j\rangle/\partial f_i$. This vanishes because the norms stay equal to one. Hence $\partial E/\partial f_i=\varepsilon_i$. For $f_s=1+\lambda$ and $f_d=10-\lambda$ we get $dE/d\lambda=\varepsilon_s-\varepsilon_d=g(\lambda)$, and
\begin{equation}
\Delta E=\int_0^1g(\lambda)\,d\lambda .
\label{janak}
\end{equation}
The gap in (\ref{gap}) is $g(0)$. The program evaluates both sides of (\ref{janak}) separately; they agree to the printed $0.001$ eV in all six cases.

\subsection{The gaps}

The self-consistent results, in eV, are as follows (NR: nonrelativistic, SR: scalar-relativistic).

\begin{center}
\begin{tabular}{llrrrr}
 & & $\varepsilon_d$ & $\varepsilon_s$ & $g$ & $\Delta E$\\
\hline
Cu & NR & $-5.50$ & $-4.68$ & $0.82$ & $2.45$\\
 & SR & $-5.33$ & $-4.86$ & $0.47$ & $2.01$\\
Ag & NR & $-8.13$ & $-4.28$ & $3.85$ & $5.01$\\
 & SR & $-7.66$ & $-4.71$ & $2.95$ & $3.97$\\
Au & NR & $-8.29$ & $-4.42$ & $3.88$ & $4.79$\\
 & SR & $-7.11$ & $-6.08$ & $1.03$ & $1.60$
\end{tabular}
\end{center}

For gold the arithmetic is
\begin{align}
g_{\rm NR}&=-4.417+8.292=3.875\ \text{eV},\\
g_{\rm SR}&=-6.082+7.106\approx1.025\ \text{eV},
\end{align}
where the last digit of $g_{\rm SR}$ is uncertain by about $0.002$ eV through rounding and the finite basis. The other scalar form, with the lower component eliminated before averaging, gives about $1.04$ eV, so the choice of form matters at the level of $0.02$ eV. Relativity lowers $g$ by $0.35$ eV in copper, $0.89$ eV in silver and $2.85$ eV in gold. It lowers $\Delta E$ by $0.44$, $1.04$ and $3.19$ eV. The two measures differ in size but agree on the trend.

Without relativity, silver and gold have nearly the same gap. In this model the large difference between their gaps is thus a relativistic effect. The small gap of copper is not: it is already present in the nonrelativistic atom.

\subsection{Direct and indirect shifts}

Solve (\ref{matrix}) once in the fixed nonrelativistic potential. The change from the nonrelativistic level is the direct shift. The rest, which appears when the potential is made self-consistent, is the indirect shift. Taking the two steps in the opposite order would divide the same total differently. In eV:

\begin{center}
\begin{tabular}{llrrr}
 & & direct & indirect & total\\
\hline
Cu & $s$ & $-0.23$ & $+0.05$ & $-0.18$\\
 & $d$ & $-0.22$ & $+0.40$ & $+0.18$\\
Ag & $s$ & $-0.64$ & $+0.21$ & $-0.43$\\
 & $d$ & $-0.59$ & $+1.05$ & $+0.47$\\
Au & $s$ & $-2.55$ & $+0.88$ & $-1.66$\\
 & $d$ & $-1.98$ & $+3.17$ & $+1.19$
\end{tabular}
\end{center}

The operator lowers both levels, and the new potential raises both. The $s$ level falls because its direct shift is the larger part; the $d$ level rises because its indirect shift is. The mean radius of the gold $6s$ orbital shrinks from $3.31$ to $2.84$ bohr, by $14\%$ of the nonrelativistic value. The positive indirect shifts are what one expects if contracted $s$ and $p$ shells, the outer ones and the valence $s$ orbital itself included, screen the nucleus more strongly and outweigh the opposite effect of expanded $d$ and $f$ shells. The calculation does not separate the shells, so this reading remains a conjecture.

The change of the gap is the shift of $s$ minus the shift of $d$. For gold,
\begin{align}
\text{direct:}&\quad-2.545-(-1.980)=-0.565\ \text{eV},\\
\text{indirect:}&\quad0.881-3.166=-2.285\ \text{eV}.
\end{align}
Their sum is $-2.85$ eV. With the steps taken in this order, about four fifths of the reduction is indirect, since the direct shifts of the two levels largely cancel in the difference.

\subsection{What spin--orbit coupling adds}

Using $W^\kappa$ with $\kappa=2$ and $\kappa=-3$ in the scalar-relativistic potential of gold splits the $5d$ level into $5d_{3/2}$ at $-8.06$ eV and $5d_{5/2}$ at $-6.52$ eV. The distance from the upper of these to $6s$ is only about $0.4$ eV. Scalar relativity therefore does not give the whole relativistic narrowing of the gap in gold.

\subsection{From the atom to the metal}

The gap $g$ cannot itself be the absorption onset of the metal. Under inversion an orbital acquires the factor $(-1)^l$, which is $+1$ for both $s$ and $d$, while the electric dipole operator changes sign. The integral of their product vanishes, and the atomic $d\to s$ transition is dipole-forbidden. In the metal, electrons are excited from the $d$ band to $sp$ states above the Fermi level. The $p$ part of these states makes the transition allowed. The onset also depends on the width of the $d$ band and on the position of the Fermi level.

Collect everything that distinguishes the metal from the orbital gap of the atom in one quantity $C$:
\begin{equation}
\hbar\omega_{\rm on}=g+C .
\label{C}
\end{equation}
This defines $C$ and assumes nothing. Rough measured onsets of $2.1$, $3.9$ and $2.4$ eV for Cu, Ag and Au, with the scalar-relativistic gaps, give $C\approx1.6$, $0.9$ and $1.4$ eV. Subtracting (\ref{C}) for real gold from (\ref{C}) for nonrelativistic gold yields
\begin{equation}
\hbar\omega_{\rm on}^{\rm NR}=\hbar\omega_{\rm on}+(g_{\rm NR}-g_{\rm SR})+(C_{\rm NR}-C).
\end{equation}
The assumption is that the last bracket is small. If it is set to zero,
\begin{equation}
\hbar\omega_{\rm on}^{\rm NR}\approx2.4+2.85\approx5.3\ \text{eV},
\end{equation}
or roughly $240$ nm, in the ultraviolet. As discussed below, this overstates the shift in the metal and should be read as an upper estimate. The actual onset, $2.4$ eV, corresponds to roughly $520$ nm, in the green.

Take $400$ nm, or $3.10$ eV, as the violet edge of the visible. The estimate lies $2.2$ eV above it. The conclusion that nonrelativistic gold would begin its interband absorption beyond the visible fails only if $C_{\rm NR}$ is smaller than $C$ by more than this margin. Among the three metals $C$ varies by $0.7$ eV. That spread does not bound how $C$ responds to relativity, which takes band calculations with and without it. LDA band calculations of gold at the measured lattice constant place the onset from the $d$ band to the Fermi level near $1.9$ eV with scalar relativity and near $3.5$ eV without. The shift in the metal is thus about $1.6$--$1.7$ eV instead of the atomic $2.85$ eV, and $C_{\rm NR}-C\approx-1.2$ eV is not small. Added to the measured onset, this shift puts nonrelativistic gold near $4$ eV, close to real silver. About half of the margin is used up, but the onset stays beyond the visible.

One part of that response can be judged from the atom. The measured onset contains spin--orbit coupling and $g_{\rm SR}$ does not, so the coupling is hidden in $C$. In the atom it raises the upper $5d$ level from $-7.11$ to $-6.52$ eV. If it acts in the same sense at the top of the $d$ band, removing it makes $C_{\rm NR}$ larger, which strengthens the conclusion.

The same reasoning gives $2.1+0.35\approx2.5$ eV for nonrelativistic copper, still in the visible, and $3.9+0.9=4.8$ eV for silver, in the ultraviolet as before. These too are upper estimates: the band shifts are smaller than the atomic ones, about $0.15$ eV in copper and $0.6$ eV in silver. On this estimate gold is the one metal of the three whose onset relativity carries into the visible.

\section{Comparison of the estimate with the solution}

The scaling estimate gave reductions of $0.2$, $0.5$ and $1.5$ eV. The computed values are $0.35$, $0.89$ and $2.85$ eV, larger by a factor somewhat below two in each atom. The computed ratios are $1:2.5:8.1$, close to the $Z^2$ ratios $1:2.6:7.4$.

This agreement does not confirm the picture behind the estimate. Equation (\ref{scaling}) describes the direct shift of the $s$ level, and there it gives the right order: the computed lowerings are $0.23$, $0.64$ and $2.55$ eV. Their ratios, $1:2.8:11$, rise faster than $Z^2$. The estimate used a single $E_v$ and the leading order in $(Z\alpha)^2$, and for gold $(Z\alpha)^2=0.33$ is not small. The calculation does not tell which of these simplifications matters more.

The guess that the $d$ level stays put was wrong in both parts. Its direct shift is $98\%$ of that of the $s$ level in copper, $92\%$ in silver and $78\%$ in gold, and its indirect shift is larger than either direct shift and of opposite sign. What the estimate does capture is the size of the effect: a few tenths of an eV in copper and a few eV in gold. Only the full calculation shows that the nonrelativistic gap of gold is as wide as that of silver, and that most of its narrowing comes through the changed potential.

The numerical check also checks the relativistic levels against the Sommerfeld formula and the nonrelativistic radial solution against a three-dimensional calculation of Cu$^+$. These checks concern the solution of the equations, not the accuracy of the LDA for real atoms.

\section*{Computed values}
\begin{verbatim}
H-like Z=79 1s: SR -3434.58, Sommerfeld -3434.59, NR -3120.50 hartree
H-like Z=79 3d: SR -352.654, j-average of Dirac -352.701 hartree
Cu+ NR 3d-4s gap: radial 2.274, 3D program 2.274 eV
Cu NR: d -5.504, s -4.682, gap 0.822 eV
Cu NR: E(d9s2)-E(d10s1) 2.451, integrated gap 2.451 eV
Cu SR: d -5.326, s -4.857, gap 0.470 eV
Cu SR: E(d9s2)-E(d10s1) 2.014, integrated gap 2.014 eV
Cu s shift: direct -0.228, indirect +0.053, total -0.175 eV
Cu d shift: direct -0.224, indirect +0.401, total +0.178 eV
Ag NR: d -8.128, s -4.283, gap 3.845 eV
Ag NR: E(d9s2)-E(d10s1) 5.013, integrated gap 5.013 eV
Ag SR: d -7.663, s -4.712, gap 2.951 eV
Ag SR: E(d9s2)-E(d10s1) 3.969, integrated gap 3.969 eV
Ag s shift: direct -0.635, indirect +0.207, total -0.428 eV
Ag d shift: direct -0.586, indirect +1.051, total +0.465 eV
Au NR: d -8.292, s -4.417, gap 3.875 eV
Au NR: E(d9s2)-E(d10s1) 4.789, integrated gap 4.789 eV
Au SR: d -7.106, s -6.082, gap 1.025 eV
Au SR: E(d9s2)-E(d10s1) 1.595, integrated gap 1.595 eV
Au s shift: direct -2.545, indirect +0.881, total -1.664 eV
Au d shift: direct -1.980, indirect +3.166, total +1.186 eV
Cu reduction by relativity: orbital gap 0.353, excitation energy 0.436 eV
Ag reduction by relativity: orbital gap 0.894, excitation energy 1.043 eV
Au reduction by relativity: orbital gap 2.850, excitation energy 3.194 eV
Au mean 6s radius: NR 3.313, SR 2.838 bohr
Au spin-orbit levels: 5d3/2 -8.056, 5d5/2 -6.516, splitting 1.539 eV
Au gap from 5d5/2 to 6s: 0.435 eV
Cu metal: rough onset (input) 2.1, C = onset - SR gap 1.6 eV
Ag metal: rough onset (input) 3.9, C = onset - SR gap 0.9 eV
Au metal: rough onset (input) 2.4, C = onset - SR gap 1.4 eV
Violet edge of the visible (chosen 400 nm): 3.10 eV
Au rough onset: 2.4 eV = 517 nm
Au estimated onset without relativity: 5.3 eV = 236 nm
Margin for a change of C: 2.2 eV; spread of C over the metals: 0.7 eV
\end{verbatim}
